# Rock-salt Madelung constant: Evjen cubes, Ewald summation and expanding spheres

## Problem

In a rock-salt crystal, point ions sit at the positions $(i,j,k)d$, where $i,j,k$ are integers and $d$ is the nearest-neighbour distance. The charge at each position is $(-1)^{i+j+k}e$, so the ion at the origin is positive. The potential that all other ions produce at the origin is written

$$V_+=-\frac{M e}{4\pi\varepsilon_0 d},\qquad M=-\sum_{(i,j,k)\neq(0,0,0)}\frac{(-1)^{i+j+k}}{r},\qquad r=\sqrt{i^2+j^2+k^2}.$$

The series does not converge absolutely, so it has a meaning only together with an order of summation.

(a) Sum over cubes $|i|,|j|,|k|\le N$ with $N\ge1$, counting an ion with weight 1 inside the cube, $1/2$ on a face, $1/4$ on an edge and $1/8$ at a corner (Evjen's method). Show that each cube is neutral and that the sums $M_N$ converge.

(b) Derive Ewald's formula for the same limit and evaluate it to six decimals.

(c) Show that the sum over all ions within a sphere of radius $R$ has no limit as $R\to\infty$.

(d) Find the electrostatic energy per ion pair for a model crystal with $d=0.28$ nm.

Lengths are in units of $d$ until part (d).

## Solution

### (a) Evjen's cubes

**Neutrality.** The weight of an ion is a product of three factors, one per direction, each equal to $1/2$ if that coordinate is $\pm N$ and 1 otherwise. The sign is also a product, so the total charge is the cube of

$$\sum_{i=-(N-1)}^{N-1}(-1)^i+2\cdot\tfrac12(-1)^N .$$

The first sum is $1+2\sum_{i=1}^{N-1}(-1)^i$. For odd $N$ the terms after the 1 cancel in pairs and leave 1. For even $N$ one term $-1$ is left over, giving $1-2=-1$. In both cases the value is $(-1)^{N-1}$, which cancels $(-1)^N$. The charge is zero.

**The smallest cube.** For $N=1$ there are 6 negative face ions at $r=1$, 12 positive edge ions at $r=\sqrt2$ and 8 negative corner ions at $r=\sqrt3$:

$$M_1=\frac{6}{2}-\frac{12}{4\sqrt2}+\frac{8}{8\sqrt3}=3-2.12132+0.57735=1.45603 .$$

**Convergence.** Divide the cube into unit cells and give each cell $1/8$ of the charge at each of its corners. An interior ion belongs to 8 cells of the cube, a face ion to 4, an edge ion to 2 and a corner ion to 1, which reproduces Evjen's weights.

Take a cell in the octant $x,y,z\ge0$ with lowest corner $(a,b,c)\neq(0,0,0)$. Integrating a mixed derivative over the cell gives differences between its corners:

$$\int_{\rm cell}\partial_x\partial_y\partial_z\frac1r\,dV=-\sum_{u,v,w=0}^{1}(-1)^{u+v+w}\frac{1}{r_{uvw}},$$

where $r_{uvw}$ is the distance of the corner $(a+u,b+v,c+w)$ from the origin. The overall minus sign arises because the upper corner $u=v=w=1$ enters the integral with a plus sign. Successive differentiation gives

$$\partial_x\frac1r=-\frac{x}{r^3},\qquad \partial_y\partial_x\frac1r=\frac{3xy}{r^5},\qquad \partial_z\partial_y\partial_x\frac1r=-\frac{15xyz}{r^7}.$$

The cell therefore contributes to $\sum(-1)^{i+j+k}/r$ the amount

$$s_{abc}=\frac{(-1)^{a+b+c}}{8}\int_{\rm cell}\frac{15xyz}{r^7}\,dV. \tag{1}$$

A single ion's contribution falls as $1/r$, but a cell's falls at least as fast as $1/r^4$ (faster still next to the coordinate planes, where $xyz$ is small), because the alternating corner charges cancel to a high degree.

The integrand in (1) is not negative in this octant, and the eight octants contribute equally. The absolute contributions of all cells outside the cube $N$ thus add up to

$$8\cdot\frac18\int_{\substack{\text{octant}\\ \text{outside cube}}}\frac{15xyz}{r^7}\,dV .$$

This region lies outside the sphere of radius $N$, so extending the integral to everything outside that sphere can only increase it. In spherical coordinates $xyz=r^3\sin^2\theta\cos\theta\sin\phi\cos\phi$. The angular integral over the octant is

$$\int_0^{\pi/2}\sin^3\theta\cos\theta\,d\theta\int_0^{\pi/2}\sin\phi\cos\phi\,d\phi=\frac14\cdot\frac12=\frac18,$$

and the radial one is $\int_N^\infty r^3r^{-7}r^2dr=1/N$. The cell sum therefore converges absolutely. With $M$ now denoting its limit,

$$|M_N-M|\le\frac{15}{8N}. \tag{2}$$

The computed sums approach the limit much faster than this bound requires:

| $N$ | $M_N$ | $M_N-M$ |
|---|---|---|
| 1 | 1.456030 | $-2.92\times10^{-1}$ |
| 2 | 1.751769 | $4.20\times10^{-3}$ |
| 3 | 1.747042 | $-5.23\times10^{-4}$ |
| 4 | 1.747721 | $1.57\times10^{-4}$ |
| 8 | 1.747574 | $9.79\times10^{-6}$ |
| 16 | 1.747565 | $6.12\times10^{-7}$ |

The last column uses the value of $M$ from part (b). The product $N^4|M_N-M|$ is 0.0401 at $N=8$, 16 and 32. This indicates an error falling as $N^{-4}$, a numerical observation that is not derived here.

### (b) Ewald's formula

**Gaussian representation.** For $r>0$,

$$\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-r^2t^2}dt. \tag{3}$$

Let $G_N(t)$ be the sum of $(-1)^{i+j+k}e^{-r^2t^2}$ over the cube with Evjen's weights, origin included. The origin contributes 1, which must be removed, so

$$M_N=-\frac{2}{\sqrt\pi}\int_0^\infty\left[G_N(t)-1\right]dt .$$

As $N\to\infty$ at fixed $t>0$, $G_N(t)$ tends to the absolutely convergent sum $G(t)$ over the whole lattice. The limit may be taken under the integral if $|G_N-G_1|$ stays below one integrable function for all $N$.

The cells provide this function. Since $\partial_x\partial_y\partial_z e^{-r^2t^2}=-8t^6xyz\,e^{-r^2t^2}$, the argument that led to (1) gives

$$|G_N(t)-G_1(t)|\le h(t)=\int_{\substack{\text{octant without}\\ \text{first cell}}}8t^6xyz\,e^{-r^2t^2}\,dV .$$

With $\int_0^\infty t^6e^{-r^2t^2}dt=15\sqrt\pi/(16r^7)$,

$$\frac{2}{\sqrt\pi}\int_0^\infty h(t)\,dt=\int_{\substack{\text{octant without}\\ \text{first cell}}}\frac{15xyz}{r^7}\,dV\le\frac{15}{8},$$

by the estimate behind (2) with $N=1$. By dominated convergence,

$$M=-\frac{2}{\sqrt\pi}\int_0^\infty\left[G(t)-1\right]dt. \tag{4}$$

Ewald's method evaluates this integral in two parts, divided at some $t=\alpha>0$.

**Part $t>\alpha$.** Here the lattice sum is integrated term by term. Since $\frac{2}{\sqrt\pi}\int_\alpha^\infty e^{-r^2t^2}dt=\operatorname{erfc}(\alpha r)/r$, this part contributes $-\sum'(-1)^{i+j+k}\operatorname{erfc}(\alpha r)/r$, where the prime omits the origin.

**Part $t<\alpha$.** The Gaussians are now broad, and a Fourier series is more suitable. The sum factorises as $G(t)=g(t)^3$ with $g(t)=\sum_l(-1)^le^{-t^2l^2}$. Consider

$$F(x)=\sum_l(-1)^le^{-t^2(x+l)^2}.$$

Shifting $x$ by 1 reverses its sign, so $F$ has period 2 and contains only the wavenumbers $\kappa=(2m+1)\pi$ with integer $m$. Its Fourier coefficients are

$$c_\kappa=\frac12\sum_l(-1)^l\int_0^2e^{-t^2(x+l)^2}e^{-\mathrm i\kappa x}dx=\frac12\sum_l\int_l^{l+2}e^{-t^2u^2}e^{-\mathrm i\kappa u}du .$$

The substitution $u=x+l$ produced a factor $e^{\mathrm i\kappa l}=(-1)^l$, which cancelled the sign. The intervals $[l,l+2]$ cover the line twice, which cancels the $\frac12$. The Fourier integral of a Gaussian then gives $c_\kappa=(\sqrt\pi/t)\,e^{-\kappa^2/4t^2}$. Setting $x=0$ and cubing,

$$G(t)=\frac{\pi^{3/2}}{t^3}\sum_{\mathbf k}e^{-k^2/4t^2},\qquad k_x,k_y,k_z\in\{\pm\pi,\pm3\pi,\dots\}.$$

All terms are positive, so they may be integrated one by one. With $s=1/t^2$ and $ds=-2t^{-3}dt$,

$$\frac{2}{\sqrt\pi}\,\pi^{3/2}\int_0^\alpha\frac{e^{-k^2/4t^2}}{t^3}dt=\pi\int_{1/\alpha^2}^\infty e^{-k^2s/4}ds=\frac{4\pi}{k^2}e^{-k^2/4\alpha^2}.$$

The $-1$ in (4) contributes $+2\alpha/\sqrt\pi$ to $M$. Altogether,

$$M=\frac{2\alpha}{\sqrt\pi}-\sum_{(i,j,k)\ne(0,0,0)}(-1)^{i+j+k}\frac{\operatorname{erfc}(\alpha r)}{r}-4\pi\sum_{\mathbf k}\frac{e^{-k^2/4\alpha^2}}{k^2}. \tag{5}$$

The vector $\mathbf k=0$, where the last term would diverge, does not occur, because the average charge density is zero. The division point $\alpha$ was arbitrary, so $M$ cannot depend on it. A larger $\alpha$ shortens the direct sum and lengthens the reciprocal one.

**Numbers.** Take $\alpha=2$. The nearest direct shell gives $6\operatorname{erfc}(2)=0.02806641$. The nearest reciprocal shell has 8 vectors with $k^2=3\pi^2$ and gives $-8\cdot4\pi e^{-3\pi^2/16}/(3\pi^2)=-0.53357422$. The terms needed are:

| Term | Members | Contribution |
|---|---|---|
| $2\alpha/\sqrt\pi$ | – | $2.25675833$ |
| $r^2=1$ | 6 | $0.02806641$ |
| $r^2=2$ | 12 | $-0.00053748$ |
| $r^2=3$ | 8 | $0.00000445$ |
| $k^2=3\pi^2$ | 8 | $-0.53357422$ |
| $k^2=11\pi^2$ | 24 | $-0.00313969$ |
| $k^2=19\pi^2$ | 24 | $-0.00001307$ |

They add up to $1.74756473$. With further shells included the sum is $1.74756459$, so to six decimals

$$M=1.747565 .$$

The numerical check finds the same value for $\alpha=1$, 1.5, 2 and 2.5. Evjen's cube with $N=60$, which makes no use of (5), differs from it by $3\times10^{-9}$.

### (c) Expanding spheres

Let $r_3(n)$ be the number of lattice points with $i^2+j^2+k^2=n$. An integer and its square are both even or both odd, so $(-1)^{i+j+k}=(-1)^n$: all ions on one spherical shell have the same sign. The sphere sum is

$$S(R)=-\sum_{1\le n\le R^2}(-1)^n\frac{r_3(n)}{\sqrt n}. \tag{6}$$

If $S(R)$ had a limit, the change caused by a single shell, of size $r_3(n)/\sqrt n$, would have to tend to zero. Counting lattice points shows that it does not.

Place a unit cube around each lattice point in a sphere of radius $R$. These cubes cover the sphere of radius $R-\sqrt3/2$ and lie within that of radius $R+\sqrt3/2$. The number of points therefore grows as $\frac{4\pi}{3}R^3$, or with $X=R^2$,

$$\sum_{n\le X}r_3(n)\sim\frac{4\pi}{3}X^{3/2}.$$

Suppose that $r_3(n)/\sqrt n\le c$ for all $n$ beyond some $n_0$, with a constant $c<2\pi$. Then

$$\sum_{n\le X}r_3(n)\le\text{const}+c\sum_{n\le X}\sqrt n\sim\frac{2c}{3}X^{3/2},$$

which for large $X$ is smaller than $\frac{4\pi}{3}X^{3/2}$. This is a contradiction. For every $c<2\pi$, infinitely many shells therefore change $S$ by more than $c$, and $S(R)$ has no limit.

The first sums already show the behaviour:

$$6,\quad 6-\tfrac{12}{\sqrt2}=-2.485,\quad -2.485+\tfrac{8}{\sqrt3}=2.134,\quad 2.134-\tfrac62=-0.866,\quad -0.866+\tfrac{24}{\sqrt5}=9.867 .$$

Larger spheres do not help. For $R$ between 100 and 200, $S$ ranges from $-29.5$ to $30.6$, and the single shell $R^2=30014$ changes it by 23.6.

**The role of the net charge.** Unlike Evjen's cube, the sphere is never neutral. Let its charge, central ion included, be $Qe$. The points of each shell come in pairs $\pm(i,j,k)$ of equal charge and the central ion adds 1, so $Q$ is odd. A compensating charge $-Qe$ spread uniformly over its surface adds $-Qe/(4\pi\varepsilon_0Rd)$ to the potential at the centre, which replaces $S$ by $S+Q/R$. When a new shell enters, $Q/R$ jumps by $(-1)^nr_3(n)/\sqrt n$ and $S$ by the opposite amount, so the corrected sum has no jumps.

At $R=10$, for example, $S=-6.035$ and $Q=77$, which gives $-6.035+7.7=1.665$. The largest deviation of $S+Q/R$ from $M$ is 0.040 for $R$ from 25 to 50, 0.022 from 50 to 100, and 0.010 from 100 to 200. These numbers suggest that the neutralised spheres converge to $M$, but they do not prove it.

### (d) Energy per ion pair

Moving the origin to a negative ion reverses every charge in the sum, so $V_-=-V_+$. Each interaction belongs to two ions, hence the factor $\frac12$ in the energy per pair:

$$U=\tfrac12\left[eV_++(-e)V_-\right]=eV_+=-\frac{Me^2}{4\pi\varepsilon_0d}.$$

For $d=0.28$ nm, $e/(4\pi\varepsilon_0d)=5.1427$ V, so

$$V_+=-1.7476\times5.1427\ \text{V}=-8.987\ \text{V},\qquad U=-1.440\times10^{-18}\ \text{J}=-8.987\ \text{eV}.$$

The zero of energy is that of the separated ions at rest. The negative sign means that the attraction between unlike ions outweighs the repulsion between like ions. This is not the full cohesive energy of a crystal: the point-ion model leaves out short-range repulsion, the dispersion (van der Waals) attraction between the ions and lattice vibrations. Without the short-range repulsion it has no equilibrium distance either, since $U$ decreases without bound as $d\to0$.

## Calculated quantities

```
Madelung constant M, Ewald (dimensionless): 1.7475645946
Ewald, alpha*d = 1.0: M = 1.7475645946
Ewald, alpha*d = 1.5: M = 1.7475645946
Ewald, alpha*d = 2.0: M = 1.7475645946
Ewald, alpha*d = 2.5: M = 1.7475645946
Evjen N =  1: M_N = 1.456029926, M_N - M = -2.92e-01, bound = 1.8750
Evjen N =  2: M_N = 1.751769133, M_N - M = 4.20e-03, bound = 0.9375
Evjen N =  3: M_N = 1.747041565, M_N - M = -5.23e-04, bound = 0.6250
Evjen N =  4: M_N = 1.747721110, M_N - M = 1.57e-04, bound = 0.4688
Evjen N =  8: M_N = 1.747574382, M_N - M = 9.79e-06, bound = 0.2344
Evjen N = 16: M_N = 1.747565206, M_N - M = 6.12e-07, bound = 0.1172
Evjen N = 32: M_N = 1.747564633, M_N - M = 3.82e-08, bound = 0.0586
Evjen N = 60: M_N = 1.747564598, M_N - M = 3.09e-09, bound = 0.0312
N^4 |M_N - M| at N = 8: 0.04009
N^4 |M_N - M| at N = 16: 0.04009
N^4 |M_N - M| at N = 32: 0.04009
corner sum of cell (0, 0, 1): -0.01866445
corner sum of cell (1, 0, 2): -0.00176471
corner sum of cell (2, 3, 1): 0.00060471
alpha*d = 2: self 2.25675833, direct 0.02753334, reciprocal -0.53672708
direct shell r^2 = 1: 6 sites, term 0.02806641
direct shell r^2 = 2: 12 sites, term -0.00053748
direct shell r^2 = 3: 8 sites, term 0.00000445
reciprocal shell k^2/pi^2 = 3: 8 vectors, term -0.53357422
reciprocal shell k^2/pi^2 = 11: 24 vectors, term -0.00313969
reciprocal shell k^2/pi^2 = 19: 24 vectors, term -0.00001307
M from self part and these six shells: 1.74756473
sphere R^2 = 1: S = 6.0000, Q = -5 e, S + Q/R = 1.0000
sphere R^2 = 2: S = -2.4853, Q = 7 e, S + Q/R = 2.4645
sphere R^2 = 3: S = 2.1335, Q = -1 e, S + Q/R = 1.5562
sphere R^2 = 4: S = -0.8665, Q = 5 e, S + Q/R = 1.6335
sphere R^2 = 5: S = 9.8666, Q = -19 e, S + Q/R = 1.3696
sphere R^2 = 6: S = 0.0687, Q = 5 e, S + Q/R = 2.1099
sphere R^2 = 100: S = -6.0350, Q = 77 e, S + Q/R = 1.6650
sphere R^2 = 2500: S = 5.3325, Q = -179 e, S + Q/R = 1.7525
sphere R^2 = 10000: S = -3.4700, Q = 521 e, S + Q/R = 1.7400
sphere R^2 = 40000: S = 0.4036, Q = 269 e, S + Q/R = 1.7486
R 25-50: S from -16.759 to 23.316, top jump 20.229 at R^2 = 2141, max |S+Q/R-M| = 0.0404
R 50-100: S from -23.874 to 26.833, top jump 21.522 at R^2 = 8774, max |S+Q/R-M| = 0.0219
R 100-200: S from -29.462 to 30.563, top jump 23.550 at R^2 = 30014, max |S+Q/R-M| = 0.0101
sum r3 / sum sqrt(n), R = 200: 6.28261; 2 pi = 6.28319
model distance d = 0.28 nm
potential at positive ion: -8.9873 V
energy per ion pair: -1.4399e-18 J = -8.9873 eV
```
